# Stresses in a (110) copper film under equi-biaxial strain

## Problem

A single-crystal copper film has a (110) surface and is bonded to a much thicker substrate. The substrate imposes the same small strain $e$ on the film in every direction of the film plane. The upper surface of the film is free. The elastic constants of copper are $C_{11}=168.4$, $C_{12}=121.4$ and $C_{44}=75.4$ GPa.

(a) Show that the ratio of in-plane stress to strain is near 185 GPa along one in-plane crystal axis and near 281 GPa along the perpendicular one. Find closed formulas for both, and decide which value belongs to [001] and which to $[1\bar10]$.

(b) How does the ratio of the two values depend on the elastic anisotropy? What are its bounds for a stable cubic crystal? Do (001) and (111) films show the same splitting?

(c) The film is 500 nm thick and lies on a silicon wafer 700 µm thick. It is free of stress at 360 K and is cooled to 300 K. Take rough thermal expansion coefficients of $17\times10^{-6}$ per K for copper and $3\times10^{-6}$ per K for silicon. Find the two stresses, and find whether the film stays elastic if slip starts at a resolved shear stress of roughly 100 MPa.

(d) Estimate the main effects neglected in (c).

## Solution

### Conventions and the state of strain

Tension is positive, and shear strains are tensor components, half the engineering shear strains. Stresses are in GPa or MPa. Linear elasticity is assumed, and the film is uniform, which holds far from its edges compared with its thickness.

Let $x,y,z$ be the cube axes. The film normal and the two in-plane axes are

$$
\mathbf n=\frac{(1,1,0)}{\sqrt2},\qquad
\mathbf t_1=\frac{(1,-1,0)}{\sqrt2},\qquad
\mathbf t_2=(0,0,1).
$$

The substrate fixes the in-plane strain. The strain $e_3$ along the normal is free to adjust, and so are the two shears that tilt the normal towards $\mathbf t_1$ or $\mathbf t_2$. These shears vanish by symmetry. Reflection in the (001) plane leaves the crystal, the film and the imposed strain unchanged but reverses the shear towards $\mathbf t_2$. Reflection in the $(1\bar10)$ plane does the same for the shear towards $\mathbf t_1$. The elastic energy of a stable crystal is a positive definite quadratic function of the strain, so the equilibrium state is unique. It must equal its own mirror image, and both shears are therefore zero.

The strain tensor is then $e$ in all directions, corrected along the normal:

$$
\varepsilon_{ij}=e\,\delta_{ij}+(e_3-e)\,n_in_j .
$$

Since $n_x^2=n_y^2=n_xn_y=\tfrac12$ and $n_z=0$, its components in the cube axes are

$$
\varepsilon_{xx}=\varepsilon_{yy}=\frac{e+e_3}{2},\quad
\varepsilon_{zz}=e,\quad
\varepsilon_{xy}=\frac{e_3-e}{2},\quad
\varepsilon_{xz}=\varepsilon_{yz}=0 .
$$

### (a) The two stresses

In the cube axes Hooke's law reads $\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz})$, with the corresponding forms for $yy$ and $zz$, and $\sigma_{xy}=2C_{44}\varepsilon_{xy}$. The factor 2 belongs to the tensor shear strain. Hence

$$
\sigma_{xx}=\sigma_{yy}=(C_{11}+C_{12})\frac{e+e_3}{2}+C_{12}e,
$$

$$
\sigma_{zz}=C_{11}e+C_{12}(e+e_3),\qquad
\sigma_{xy}=C_{44}(e_3-e).
$$

The traction on the free surface is $\sigma_{ij}n_j$. Its $x$ and $y$ components both equal $(\sigma_{xx}+\sigma_{xy})/\sqrt2$, and its $z$ component is zero because $\sigma_{xz}=\sigma_{yz}=0$. One condition remains:

$$
\sigma_{xx}+\sigma_{xy}=0. \tag{1}
$$

Inserting the stresses and multiplying by 2 gives

$$
(C_{11}+C_{12})(e+e_3)+2C_{12}e+2C_{44}(e_3-e)=0 .
$$

Collecting the terms in $e_3$ and in $e$, with $D=C_{11}+C_{12}+2C_{44}$,

$$
\frac{e_3}{e}=-\frac{C_{11}+3C_{12}-2C_{44}}{D}. \tag{2}
$$

The normal stress along $\mathbf t_1$ is

$$
\sigma_{[1\bar10]}=\tfrac12(\sigma_{xx}+\sigma_{yy})-\sigma_{xy}=\sigma_{xx}-\sigma_{xy}.
$$

By (1), $\sigma_{xx}=-\sigma_{xy}$, so this equals $-2\sigma_{xy}=2C_{44}(e-e_3)$. From (2),

$$
1-\frac{e_3}{e}=\frac{D+C_{11}+3C_{12}-2C_{44}}{D}=\frac{2(C_{11}+2C_{12})}{D},
$$

and therefore

$$
M_{[1\bar10]}\equiv\frac{\sigma_{[1\bar10]}}{e}=\frac{4C_{44}(C_{11}+2C_{12})}{D}. \tag{3}
$$

The stress along $\mathbf t_2$ is $\sigma_{zz}$, so

$$
M_{[001]}=C_{11}+C_{12}+C_{12}\frac{e_3}{e}
=\frac{(C_{11}+C_{12})D-C_{12}(C_{11}+3C_{12}-2C_{44})}{D}.
$$

The numerator, multiplied out, is

$$
C_{11}^2+C_{11}C_{12}-2C_{12}^2+2C_{44}(C_{11}+2C_{12}).
$$

The first three terms factor as $(C_{11}+2C_{12})(C_{11}-C_{12})$. Hence

$$
M_{[001]}=\frac{(C_{11}+2C_{12})(C_{11}-C_{12}+2C_{44})}{D}. \tag{4}
$$

For copper, $C_{11}+2C_{12}=411.2$ GPa, $C_{11}-C_{12}+2C_{44}=197.8$ GPa and $D=440.6$ GPa. Thus

$$
M_{[001]}=\frac{411.2\times197.8}{440.6}=184.6\ \text{GPa},
$$

$$
M_{[1\bar10]}=\frac{4\times75.4\times411.2}{440.6}=281.5\ \text{GPa}.
$$

The value near 185 GPa belongs to [001], and the value near 281 GPa (281.48 before rounding) to $[1\bar10]$.

The normal strain is $e_3=-(381.8/440.6)\,e=-0.8665\,e$: a film stretched in its plane becomes thinner. The cube-axis stresses confirm the surface condition, since $\sigma_{xx}/e=140.74$ GPa and $\sigma_{xy}/e=-140.74$ GPa. Their sum is zero, and their difference is the stress ratio along $[1\bar10]$.

The shear stress between the two in-plane axes is $(\sigma_{xz}-\sigma_{yz})/\sqrt2=0$, so these axes are principal axes of stress. At an angle $\varphi$ from [001] the normal stress divided by $e$ is $M_{[001]}\cos^2\varphi+M_{[1\bar10]}\sin^2\varphi$, which runs between the two values found. Both are biaxial stiffnesses, defined with the film strained in both directions at once. They are not Young's moduli, which refer to stress along one axis alone.

### (b) Anisotropy and other orientations

Dividing (3) by (4) removes the common factor $(C_{11}+2C_{12})/D$. With the anisotropy ratio $A=2C_{44}/(C_{11}-C_{12})$,

$$
\frac{M_{[1\bar10]}}{M_{[001]}}=\frac{4C_{44}}{C_{11}-C_{12}+2C_{44}}=\frac{2A}{1+A}. \tag{5}
$$

Copper has $A=150.8/47.0=3.21$, which gives a ratio of 1.52.

Stability requires $C_{44}>0$, $C_{11}>C_{12}$ and $C_{11}+2C_{12}>0$. The first two conditions give $A>0$, and with the third both stiffnesses are positive. The ratio then lies between 0 and 2, because $2-2A/(1+A)=2/(1+A)$ is positive. It tends to 0 when the crystal loses its resistance to the shear governed by $C_{44}$, and to 2 when $C_{11}-C_{12}$ vanishes. For $A<1$ the order is reversed and [001] carries the larger stress.

At $A=1$ the crystal is elastically isotropic. Then $2C_{44}=C_{11}-C_{12}$ and $D=2C_{11}$, and both formulas reduce to

$$
M=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}}.
$$

This is the familiar $E/(1-\nu)$. Under a stress along one cube axis, zero lateral stress requires $\nu=C_{12}/(C_{11}+C_{12})$. Young's modulus is then

$$
E=C_{11}-2\nu C_{12}=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}+C_{12}},
$$

and division by $1-\nu=C_{11}/(C_{11}+C_{12})$ gives the stated $M$.

The splitting comes from the low symmetry of the (110) surface, which has only a twofold axis along its normal. A (001) film has a fourfold axis and a (111) film a threefold axis. An in-plane stress tensor that is unchanged by such a rotation must be the same in all in-plane directions.

For the (001) film, zero normal stress means $2C_{12}e+C_{11}e_3=0$, so $e_3=-2C_{12}e/C_{11}$ and

$$
M_{(001)}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=114.8\ \text{GPa}.
$$

For the (111) film every product $n_in_j$ is $\tfrac13$. Each diagonal stress is $s=(C_{11}+2C_{12})(2e+e_3)/3$, and each off-diagonal stress is $t=2C_{44}(e_3-e)/3$. The normal stress is $s+2t=0$. The in-plane stress is $s-t=-3t=2C_{44}(e-e_3)$. The condition $s+2t=0$ gives

$$
e-e_3=\frac{3(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}}\,e,
$$

$$
M_{(111)}=\frac{6C_{44}(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}}=261.0\ \text{GPa}.
$$

Both the (001) and the (110) film have a cube axis in their plane, yet the stiffness along it is 115 GPa in the first and 185 GPa in the second. The reason is the lateral contraction. In both cases the stress along a cube axis is $C_{11}e+C_{12}$ times the sum of the two transverse strains. That sum is $(1-0.8665)e=+0.13\,e$ in the (110) film. In the (001) film it is $(1-2\times121.4/168.4)e=-0.44\,e$, which lowers the stress.

### (c) Cooling on silicon

Copper contracts more than silicon on cooling, and the wafer prevents the excess contraction in the plane. The film is therefore in tension. Thermal expansion is isotropic in both cubic crystals, so the mismatch strain is equi-biaxial:

$$
e=(17-3)\times10^{-6}\times60=8.4\times10^{-4}=0.084\,\%.
$$

The stresses are

$$
\sigma_{[001]}=184.6\ \text{GPa}\times8.4\times10^{-4}=155\ \text{MPa},
$$

$$
\sigma_{[1\bar10]}=281.5\ \text{GPa}\times8.4\times10^{-4}=236\ \text{MPa}.
$$

Copper slips on {111} planes along ⟨110⟩ directions. For a plane with unit normal $\mathbf m$ and a slip direction $\mathbf s$, the resolved shear stress is

$$
\tau=\sigma_{[1\bar10]}(\mathbf t_1\!\cdot\mathbf m)(\mathbf t_1\!\cdot\mathbf s)+\sigma_{[001]}(\mathbf t_2\!\cdot\mathbf m)(\mathbf t_2\!\cdot\mathbf s).
$$

The four slip planes form two pairs related by symmetry.

- The planes (111) and $(11\bar1)$ contain $\mathbf t_1$, so $\mathbf t_1\cdot\mathbf m=0$ and $|\mathbf t_2\cdot\mathbf m|=1/\sqrt3$. One slip direction in each is $[1\bar10]$, with $\tau=0$. The other two have $|\mathbf t_2\cdot\mathbf s|=1/\sqrt2$ and give $|\tau|=\sigma_{[001]}/\sqrt6$.
- For $(1\bar11)$, $\mathbf t_1\cdot\mathbf m=\sqrt{2/3}$ and $\mathbf t_2\cdot\mathbf m=1/\sqrt3$. The direction [110] gives zero. For [011], $\mathbf t_1\cdot\mathbf s=-\tfrac12$ and $\mathbf t_2\cdot\mathbf s=1/\sqrt2$, so $\tau=(\sigma_{[001]}-\sigma_{[1\bar10]})/\sqrt6$. The direction $[10\bar1]$ gives the same magnitude, and the plane $(\bar111)$ behaves alike.

By (5), $\sigma_{[1\bar10]}$ lies between 0 and $2\sigma_{[001]}$, so the difference of the two stresses is smaller in magnitude than $\sigma_{[001]}$. The first group therefore governs:

$$
\tau_{\max}=\frac{\sigma_{[001]}}{\sqrt6}=\frac{155.1}{2.449}=63.3\ \text{MPa}.
$$

In copper it is thus the smaller of the two in-plane stresses that sets the onset of slip. The result is 0.63 of the assumed slip strength, and with that strength the film stays elastic; part (d) shows how much this conclusion depends on the assumed value. Since $\tau_{\max}$ is proportional to the cooling, slip would begin after about $60\times100/63.3=95$ K.

### (d) What has been neglected

**Orientation.** If the film normal is tilted by 5° about either in-plane axis, the stiffnesses along the film axes change by at most 4.2 %. The largest resolved shear stress is more sensitive: it rises by about 6 % for a tilt about $[1\bar10]$ and by about 9 % for a tilt about [001], to 67 and 69 MPa.

**Isothermal constants.** If the given constants are adiabatic, slow cooling calls for isothermal ones. With a rough heat capacity of 3.4 MJ/(m³ K), the bulk modulus falls by 4.2 GPa from 137.1 GPa. $C_{11}$ and $C_{12}$ each fall by the same 4.2 GPa, while $C_{44}$ and $C_{11}-C_{12}$ do not change. Both stiffnesses contain the affected factor $(C_{11}+2C_{12})/D$. Its numerator falls by about 3 % and its denominator by about 2 %, and the net change is −1.2 % for both.

**Temperature and nonlinearity.** The three elastic constants of copper fall at different rates on heating. Together they lower the two film stiffnesses by roughly 0.03 % per K, so these are about 1.8 % lower at 360 K than at 300 K. The stress after cooling is set by the constants at the final temperature. If the given values hold at 300 K, no correction is needed; if they hold at 360 K, the computed stresses are about 1.8 % too low. The volume strain is $(2-0.8665)\times0.084\,\%=0.095\,\%$. Multiplied by a rough pressure derivative of the bulk modulus of 5.5, it suggests that the bulk modulus falls by about 0.5 %. This gives only the order of magnitude of the nonlinear effect. The two film stiffnesses also depend on how the resistance to shear changes with strain, and they need not change by the same amount or in the same direction.

**Wafer compliance.** A force $F$ per unit width on the top face of a plate of thickness $h$ and Young's modulus $E$ produces a mean strain $F/(Eh)$. It also exerts a bending moment $Fh/2$, which adds a surface strain $(Fh/2)(h/2)/(Eh^3/12)=3F/(Eh)$. The total is $4F/(Eh)$. With rough isotropic wafer values of 130 GPa and Poisson ratio 0.28, the larger relief is along $[1\bar10]$, as a fraction of $e$:

$$
\frac{4\times0.5}{700}\times\frac{281.5-0.28\times184.6}{130}=0.5\,\%.
$$

**Surface stress.** A rough total of 2 N/m for both faces, divided by 500 nm, corresponds to 4 MPa, or about 3 % of the smaller film stress. It adds to the force that the film exerts on the wafer, but at fixed strain it leaves the stress inside the film unchanged.

**Grains.** The largest effect arises if the film is polycrystalline. Two (110) grains turned by 90° about the normal exchange their stiff and soft axes. Under equal strain, their stresses along a common direction differ by 81 MPa, about half of the smaller stress. This jump cannot persist unchanged across a boundary that must transmit traction, so the uniform solution fails near the boundary. On a rigid substrate the disturbance dies out within a few film thicknesses. Silicon is no stiffer than the film, and on it the decay is slower: about a tenth of the jump still remains ten film thicknesses from the boundary on the stiff side. If the in-plane orientations are random and each grain takes the imposed strain, the average stiffness is the mean of the two values, 233 GPa.

**Larger cooling.** For a cooling of 200 K the elastic formula would give a resolved shear stress of $63.3\times200/60=211$ MPa, about twice the assumed slip strength. Plastic flow would then limit the stress, and the elastic values would be too high. The slip strength itself varies with film thickness, grain size and dislocation content, and the 95 K limit holds only for the assumed 100 MPa. In a single-crystal film that already contains threading dislocations, the resolved stress needed to move one is of order $\mu b\ln(h/b)/[4\pi(1-\nu)h]$ times a geometric factor near 0.6. With a shear modulus $\mu\approx50$ GPa, Burgers vector $b=0.256$ nm, $\nu\approx0.34$ and film thickness $h=500$ nm this is only 10 to 20 MPa, below the 63 MPa found in (c). Interactions between dislocations raise the strength of real films above this lower estimate, but a single-crystal film of this thickness may yield in part during the 60 K cooling. The computed values behind these results are listed in the numerical output.

## Values computed for the example and the checks

```
C11, C12, C44: 168.4, 121.4, 75.4 GPa
C11 + 2 C12: 411.2 GPa
C11 - C12 + 2 C44: 197.8 GPa
D = C11 + C12 + 2 C44: 440.6 GPa
C11 + 3 C12 - 2 C44: 381.8 GPa
normal strain / in-plane strain: -0.8665
exx/e, exy/e, ezz/e: 0.0667, -0.9333, 1.0000
sxx/e, sxy/e, szz/e: 140.74, -140.74, 184.60 GPa
stress/strain along [001]: 184.60 GPa
stress/strain along [1-10]: 281.48 GPa
ratio of the two moduli: 1.5248
anisotropy A: 3.2085
mean of the two moduli: 233.0 GPa
equal moduli of (001) film: 114.8 GPa
equal moduli of (111) film: 261.0 GPa
rough expansion, copper: 17 per million per K
rough expansion, silicon: 3 per million per K
cooling: 60 K; final temperature: 300 K
film thickness: 500 nm; wafer: 700 um
mismatch strain: 0.084 %
film stress along [001]: 155.1 MPa
film stress along [1-10]: 236.4 MPa
largest resolved shear stress: 63.3 MPa
rough slip strength: 100 MPa
resolved stress / slip strength: 0.63
cooling at start of slip: 95 K
largest modulus change, 5 degree tilt: 4.2 %
rough heat capacity: 3.4 MJ/(m3 K)
adiabatic bulk modulus: 137.1 GPa; isothermal drop: 4.2 GPa
isothermal change, [001]: -1.2 %
isothermal change, [1-10]: -1.2 %
rough softening rate: 0.03 % per K
softening over the cooling range: 1.8 %
rough pressure slope of bulk modulus: 5.5
volume dilation: 0.095 %
nonlinear softening estimate: 0.52 %
rough wafer Young modulus: 130 GPa; Poisson ratio: 0.28
largest strain relief by wafer: 0.51 %
rough surface stress, both faces: 2 N/m
equivalent film stress: 4.0 MPa
stress jump, grains turned by 90 degrees: 81.4 MPa
```
